# SCC-DFTB with Mulliken Charges: Effective Hamiltonian and Atomic Forces: verification in Python

```python
"""SCC-DFTB: effective Hamiltonian and atomic forces, tested on model molecules.

Energy:  E = Tr(P H0) + 1/2 sum_AB gamma_AB dq_A dq_B + E_rep
  P   density matrix (two electrons per occupied orbital), S overlap matrix
  dq  Mulliken electron number minus reference number, for each atom
Results under test:
  H_mn = H0_mn + S_mn (V_A + V_B)/2,  V_A = sum_C gamma_AC dq_C
  force = -[ P.dH0 + P.dS (V_A+V_B)/2 - W.dS + dq.dgamma.dq/2 + dE_rep ]
  W   energy-weighted density matrix, sum over occupied of 2 eps c c^T
All quantities are in hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
K_AMPLITUDE, K_DECAY = 1.0, 0.1        # K(R) = 1 + amplitude exp(-decay R)
REP_AMPLITUDE, REP_DECAY = 2.0, 1.5    # u(R) = amplitude exp(-decay R)
STEP = 1e-4                            # displacement for central differences


def s_shell(level, exponent):
    return [((0, 0, 0), level, exponent)]


def p_shell(level, exponent):
    return [(powers, level, exponent)
            for powers in ((1, 0, 0), (0, 1, 0), (0, 0, 1))]


def make_atom(orbitals, hubbard, reference):
    return {"orbitals": orbitals, "U": hubbard, "q0": reference}


def overlap(orb1, center1, orb2, center2):
    """Overlap of two normalized Cartesian Gaussians of s or p type."""
    (l1, _, a), (l2, _, b) = orb1, orb2
    p = a + b
    value = 1.0
    for k in range(3):
        d = center1[k] - center2[k]
        to1, to2 = -b * d / p, a * d / p
        poly = {(0, 0): 1.0, (1, 0): to1, (0, 1): to2,
                (1, 1): to1 * to2 + 0.5 / p}[(l1[k], l2[k])]
        norm = (4 * a * b / np.pi**2)**0.25
        norm *= (2 * np.sqrt(a))**l1[k] * (2 * np.sqrt(b))**l2[k]
        value *= norm * poly * np.sqrt(np.pi / p) * np.exp(-a * b * d * d / p)
    return value


def matrices(atoms, pos, zero=0.0):
    """S, H0, gamma, pair repulsions, orbital owners; zero shifts H0 by zero*S."""
    orbs = [(o, k) for k, atom in enumerate(atoms) for o in atom["orbitals"]]
    owner = np.array([k for _, k in orbs])
    S = np.array([[overlap(o, pos[k], u, pos[m]) for u, m in orbs]
                  for o, k in orbs])
    R = np.linalg.norm(pos[:, None] - pos[None], axis=2)
    level = np.array([o[1] for o, _ in orbs])
    K = (1 + K_AMPLITUDE * np.exp(-K_DECAY * R))[np.ix_(owner, owner)]
    H0 = np.where(owner[:, None] == owner[None], np.diag(level),
                  K * (level[:, None] + level[None]) / 2 * S) + zero * S
    width = 1 / np.array([atom["U"] for atom in atoms])
    gamma = 1 / np.sqrt(R**2 + (width[:, None] + width[None])**2 / 4)
    rep = REP_AMPLITUDE * np.exp(-REP_DECAY * R) * (1 - np.eye(len(atoms)))
    return S, H0, gamma, rep, owner


def references(atoms):
    return np.array([atom["q0"] for atom in atoms], dtype=float)


def excess_charges(P, S, owner, q0):
    """Mulliken electron number of each atom minus its reference number."""
    return np.bincount(owner, weights=(P * S).sum(axis=1),
                       minlength=len(q0)) - q0


def energy_parts(P, mats, q0):
    S, H0, gamma, rep, owner = mats
    dq = excess_charges(P, S, owner, q0)
    return np.array([np.sum(P * H0), 0.5 * dq @ gamma @ dq, rep.sum() / 2])


def pair_average(V, owner):
    return (V[owner][:, None] + V[owner][None]) / 2


def hamiltonian(dq, mats):
    S, H0, gamma, _, owner = mats
    return H0 + S * pair_average(gamma @ dq, owner)


def scf(atoms, pos, zero=0.0):
    mats = matrices(atoms, pos, zero)
    q0 = references(atoms)
    nocc = int(round(q0.sum())) // 2
    dq = np.zeros(len(atoms))
    first = None
    for _ in range(3000):
        H = hamiltonian(dq, mats)
        eps, C = eigh(H, mats[0])
        P = 2 * C[:, :nocc] @ C[:, :nocc].T
        new = excess_charges(P, mats[0], mats[4], q0)
        first = new.copy() if first is None else first
        if np.max(np.abs(new - dq)) < 1e-12:
            break
        dq = dq + 0.3 * (new - dq)
    else:
        raise RuntimeError("charges did not converge")
    W = 2 * (C[:, :nocc] * eps[:nocc]) @ C[:, :nocc].T
    return {"mats": mats, "q0": q0, "nocc": nocc, "H": H, "eps": eps, "C": C,
            "P": P, "W": W, "dq": new, "V": mats[2] @ new, "first": first,
            "parts": energy_parts(P, mats, q0),
            "E": energy_parts(P, mats, q0).sum()}


def displaced(pos, atom, axis, step):
    moved = pos.copy()
    moved[atom, axis] += step
    return moved


def slopes(atoms, pos, atom, axis, zero=0.0):
    """Derivatives of S, H0, gamma and pair repulsions for one coordinate."""
    plus = matrices(atoms, displaced(pos, atom, axis, STEP), zero)
    minus = matrices(atoms, displaced(pos, atom, axis, -STEP), zero)
    return [(plus[i] - minus[i]) / (2 * STEP) for i in range(4)]


def force_terms(atoms, pos, sol, zero=0.0):
    """Five force terms: H0, charge shift, energy-weighted, gamma, repulsion."""
    terms = np.zeros((5, len(atoms), 3))
    P, W, dq = sol["P"], sol["W"], sol["dq"]
    average = pair_average(sol["V"], sol["mats"][4])
    for k in range(len(atoms)):
        for axis in range(3):
            dS, dH0, dgamma, drep = slopes(atoms, pos, k, axis, zero)
            terms[:, k, axis] = [-np.sum(P * dH0), -np.sum(P * average * dS),
                                 np.sum(W * dS), -0.5 * dq @ dgamma @ dq,
                                 -drep.sum() / 2]
    return terms


def pair_forces(atoms, pos, sol):
    """Force on atom A assigned to its pair with atom B."""
    n = len(atoms)
    result = np.zeros((n, n, 3))
    P, W, V, dq, owner = (sol["P"], sol["W"], sol["V"], sol["dq"],
                          sol["mats"][4])
    for a in range(n):
        for axis in range(3):
            dS, dH0, dgamma, drep = slopes(atoms, pos, a, axis)
            for b in range(n):
                if a == b:
                    continue
                block = np.ix_(owner == a, owner == b)
                electronic = 2 * np.sum(
                    P[block] * dH0[block]
                    + (P[block] * (V[a] + V[b]) / 2 - W[block]) * dS[block])
                result[a, b, axis] = -(electronic + dq[a] * dq[b] * dgamma[a, b]
                                       + drep[a, b])
    return result


def numerical_forces(atoms, pos):
    """Minus the slope of the fully self-consistent energy."""
    F = np.zeros((len(atoms), 3))
    for k in range(len(atoms)):
        for axis in range(3):
            F[k, axis] = -(scf(atoms, displaced(pos, k, axis, STEP))["E"]
                           - scf(atoms, displaced(pos, k, axis, -STEP))["E"]
                           ) / (2 * STEP)
    return F


# ---------- general tests on a bent, asymmetric triatomic ----------
rng = np.random.default_rng(7)
tri = [make_atom(s_shell(-0.90, 0.60) + p_shell(-0.35, 0.50), 0.50, 6),
       make_atom(s_shell(-0.24, 0.40), 0.42, 1),
       make_atom(s_shell(-0.20, 0.35), 0.36, 1)]
tri_pos = np.array([[0.0, 0.0, 0.0], [2.2, 0.2, 0.1], [-0.6, 2.3, 0.3]])
sol = scf(tri, tri_pos)
S, H0, gamma, rep, owner = sol["mats"]
q0, nocc, P, H = sol["q0"], sol["nocc"], sol["P"], sol["H"]
size = len(owner)
gap = sol["eps"][nocc] - sol["eps"][nocc - 1]
assert gap > 0.02

# Overlaps from a three-dimensional quadrature of the orbitals themselves.
line = np.arange(-10.0, 10.01, 0.4)
grid = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
columns = []
for k, atom in enumerate(tri):
    for powers, _, a in atom["orbitals"]:
        r = grid - tri_pos[k]
        columns.append((2 * a / np.pi)**0.75 * (2 * np.sqrt(a))**sum(powers)
                       * np.prod(r**np.array(powers), axis=1)
                       * np.exp(-a * np.sum(r * r, axis=1)))
values = np.array(columns)
assert np.allclose(values @ values.T * 0.4**3, S, atol=1e-8)

# Slope of the energy in every element of an arbitrary symmetric P.
trial = rng.normal(size=(size, size))
trial = trial + trial.T
H_trial = hamiltonian(excess_charges(trial, S, owner, q0), sol["mats"])
H_numeric = np.zeros((size, size))
for m in range(size):
    for n in range(size):
        T = np.zeros((size, size))
        T[m, n] += 0.5
        T[n, m] += 0.5
        H_numeric[m, n] = (energy_parts(trial + 0.01 * T, sol["mats"], q0).sum()
                           - energy_parts(trial - 0.01 * T, sol["mats"], q0).sum()
                           ) / 0.02
error_H = np.max(np.abs(H_numeric - H_trial))
assert error_H < 1e-9


# Direct minimization over orthonormal orbitals, without any Hamiltonian.
def density_from(parameters):
    Y = parameters.reshape(size, nocc)
    return 2 * Y @ np.linalg.solve(Y.T @ S @ Y, Y.T)


def trial_energy(parameters):
    return energy_parts(density_from(parameters), sol["mats"], q0).sum()


start = eigh(H0, S)[1][:, :nocc] + 0.1 * rng.normal(size=(size, nocc))
direct = minimize(trial_energy, start.ravel(), method="BFGS", jac="3-point",
                  options={"gtol": 1e-6, "maxiter": 1000})
direct_dq = excess_charges(density_from(direct.x), S, owner, q0)
assert abs(direct.fun - sol["E"]) < 1e-8
assert np.max(np.abs(direct_dq - sol["dq"])) < 1e-4  # limited by gradient stop

# The self-consistent state is the global minimum when gamma is positive.
gamma_min = np.linalg.eigvalsh(gamma)[0]
assert gamma_min > 0
for _ in range(200):
    other = density_from(rng.normal(size=size * nocc))
    change = excess_charges(other, S, owner, q0) - sol["dq"]
    linear = np.sum(H * (other - P))
    rise = energy_parts(other, sol["mats"], q0).sum() - sol["E"]
    assert linear > 0 and rise > 0
    assert abs(rise - linear - 0.5 * change @ gamma @ change) < 1e-8


def eigenvalue_energy(s):
    return (2 * s["eps"][:s["nocc"]].sum()
            - 0.5 * s["V"] @ (s["dq"] + 2 * s["q0"]) + s["parts"][2])


assert abs(eigenvalue_energy(sol) - sol["E"]) < 1e-9

# Response of the density matrix against the energy-weighted expression.
error_response = 0.0
for k in range(3):
    for axis in range(3):
        dP = (scf(tri, displaced(tri_pos, k, axis, STEP))["P"]
              - scf(tri, displaced(tri_pos, k, axis, -STEP))["P"]) / (2 * STEP)
        dS = slopes(tri, tri_pos, k, axis)[0]
        error_response = max(error_response,
                             abs(np.sum(H * dP) + np.sum(sol["W"] * dS)))
assert error_response < 1e-6

# Forces against slopes of the self-consistent energy, and conservation laws.
terms = force_terms(tri, tri_pos, sol)
force = terms.sum(axis=0)
error_force = np.max(np.abs(force - numerical_forces(tri, tri_pos)))
assert error_force < 1e-7
pairs = pair_forces(tri, tri_pos, sol)
assert np.allclose(pairs.sum(axis=1), force, atol=1e-8)
assert np.allclose(pairs, -pairs.transpose(1, 0, 2), atol=1e-8)
assert np.max(np.abs(force.sum(axis=0))) < 1e-8
assert np.max(np.abs(np.cross(tri_pos, force).sum(axis=0))) < 1e-7

# A change of the energy zero must leave the complete force unchanged.
ZERO = 0.5
shifted = scf(tri, tri_pos, ZERO)
assert abs(shifted["E"] - sol["E"] - ZERO * q0.sum()) < 1e-9
assert np.allclose(force_terms(tri, tri_pos, shifted, ZERO).sum(axis=0), force,
                   atol=1e-7)

# ---------- worked example: two orbitals, two electrons ----------
di = [make_atom(s_shell(-0.40, 0.45), 0.45, 1),
      make_atom(s_shell(-0.25, 0.35), 0.40, 1)]
length = 2.4
di_pos = np.array([[0.0, 0.0, 0.0], [0.0, 0.0, length]])
d = scf(di, di_pos)
dmat = d["mats"]
dS, dH0, dgamma, drep = slopes(di, di_pos, 1, 2)
dterms = force_terms(di, di_pos, d)[:, 1, 2]
dforce = dterms.sum()
assert abs(dforce - numerical_forces(di, di_pos)[1, 2]) < 1e-7
assert abs(eigenvalue_energy(d) - d["E"]) < 1e-10
longer = scf(di, displaced(di_pos, 1, 2, 0.01))["E"]
shorter = scf(di, displaced(di_pos, 1, 2, -0.01))["E"]
quotient = -(longer - shorter) / 0.02
assert abs(quotient - dforce) < 1e-4   # truncation error of a 0.01 bohr step
dshift = scf(di, di_pos, ZERO)
sterms = force_terms(di, di_pos, dshift, ZERO)[:, 1, 2]
assert abs(sterms.sum() - dforce) < 1e-7
without_W, without_W_shifted = dforce - dterms[2], sterms.sum() - sterms[2]
assert abs(without_W - dforce) > 1e-2
assert abs(without_W_shifted - without_W) > 1e-2
c = d["C"][:, 0] * np.sign(d["C"][0, 0])
K_value = 1 + K_AMPLITUDE * np.exp(-K_DECAY * length)


def show(label, numbers, unit, digits=6):
    text = "  ".join(f"{x:.{digits}f}" for x in np.atleast_1d(numbers))
    print(f"{label}: {text} {unit}".rstrip())


print("DIATOMIC: atom 1 at z=0, atom 2 at z=R, one s orbital each")
show("bond length R", length, "bohr", 2)
show("levels e1, e2", [a["orbitals"][0][1] for a in di], "hartree", 2)
show("Gaussian exponents a1, a2", [a["orbitals"][0][2] for a in di],
     "bohr^-2", 2)
show("Hubbard U1, U2", [a["U"] for a in di], "hartree", 2)
show("reference electrons q1, q2", references(di), "", 0)
show("K amplitude", K_AMPLITUDE, "", 1)
show("K decay", K_DECAY, "bohr^-1", 1)
show("repulsion amplitude", REP_AMPLITUDE, "hartree", 1)
show("repulsion decay", REP_DECAY, "bohr^-1", 1)
show("K(R)", K_value, "")
show("S12", dmat[0][0, 1], "")
show("H0_12", dmat[1][0, 1], "hartree")
show("gamma12", dmat[2][0, 1], "hartree")
show("dS12/dR", dS[0, 1], "bohr^-1")
show("dH0_12/dR, dgamma12/dR, du/dR",
     [dH0[0, 1], dgamma[0, 1], drep[0, 1]], "hartree/bohr")
show("dq1, dq2 from H0 alone", d["first"], "electrons")
show("dq1, dq2 self-consistent", d["dq"], "electrons")
show("V1, V2", d["V"], "hartree")
show("H11, H22, H12", [d["H"][0, 0], d["H"][1, 1], d["H"][0, 1]], "hartree")
show("eigenvalues", d["eps"], "hartree")
show("occupied coefficients c1, c2", c, "")
show("P11, P22, P12", [d["P"][0, 0], d["P"][1, 1], d["P"][0, 1]], "")
show("W12", d["W"][0, 1], "hartree")
show("energy parts Tr(P H0), charge, repulsion", d["parts"], "hartree")
show("total energy", d["E"], "hartree", 8)
show("total energy converted", d["E"] * HARTREE_EV, "eV", 4)
show("twice occupied eigenvalue", 2 * d["eps"][0], "hartree")
show("double-counting correction", -0.5 * d["V"] @ (d["dq"] + 2 * d["q0"]),
     "hartree")
for name, value in zip(("H0", "charge-shift", "energy-weighted", "gamma",
                        "repulsion"), dterms):
    show(f"force on atom 2 along z, {name} term", value, "hartree/bohr")
show("total force on atom 2", dforce, "hartree/bohr")
show("total force converted", dforce * HARTREE_EV / BOHR_ANGSTROM,
     "eV/angstrom", 4)
show("energies at R-0.01 and R+0.01 bohr", [shorter, longer], "hartree", 8)
show("force from these two energies", quotient, "hartree/bohr")
show("force without W term", without_W, "hartree/bohr")
show("energy-zero shift c", ZERO, "hartree", 1)
show("force without W term after shift", without_W_shifted, "hartree/bohr")
show("complete force after shift", sterms.sum(), "hartree/bohr")
print("TRIATOMIC: atom 1 has s and p orbitals, atoms 2 and 3 have s")
for k, atom in enumerate(tri):
    shells = sorted({(o[1], o[2]) for o in atom["orbitals"]})
    print(f"atom {k+1}: xyz {tri_pos[k].tolist()} bohr; (level hartree, "
          f"exponent bohr^-2) {shells}; U {atom['U']} hartree; q0 {atom['q0']}")
show("dq", sol["dq"], "electrons")
show("total energy; direct minimization", [sol["E"], direct.fun], "hartree", 8)
show("orbital gap; lowest gamma eigenvalue", [gap, gamma_min], "hartree", 4)
for k in range(3):
    show(f"force on atom {k+1} (x, y, z)", force[k], "hartree/bohr")
print(f"largest error of H against dE/dP: {error_H:.1e} hartree")
print(f"largest error of response identity: {error_response:.1e} hartree/bohr")
print(f"largest force error, nine components: {error_force:.1e} hartree/bohr")
print("every check passed")
```

It prints:

```
DIATOMIC: atom 1 at z=0, atom 2 at z=R, one s orbital each
bond length R: 2.40 bohr
levels e1, e2: -0.40  -0.25 hartree
Gaussian exponents a1, a2: 0.45  0.35 bohr^-2
Hubbard U1, U2: 0.45  0.40 hartree
reference electrons q1, q2: 1  1
K amplitude: 1.0
K decay: 0.1 bohr^-1
repulsion amplitude: 2.0 hartree
repulsion decay: 1.5 bohr^-1
K(R): 1.786628
S12: 0.317966
H0_12: -0.184628 hartree
gamma12: 0.297024 hartree
dS12/dR: -0.300478 bohr^-1
dH0_12/dR, dgamma12/dR, du/dR: 0.182603  -0.062891  -0.081971 hartree/bohr
dq1, dq2 from H0 alone: 0.694437  -0.694437 electrons
dq1, dq2 self-consistent: 0.350215  -0.350215 electrons
V1, V2: 0.053574  -0.036064 hartree
H11, H22, H12: -0.346426  -0.286064  -0.181844 hartree
eigenvalues: -0.383362  -0.191619 hartree
occupied coefficients c1, c2: 0.751342  0.462925
P11, P22, P12: 1.129029  0.428599  0.695629
W12: -0.266678 hartree
energy parts Tr(P H0), charge, repulsion: -0.815627  0.015696  0.054647 hartree
total energy: -0.74528292 hartree
total energy converted: -20.2802 eV
twice occupied eigenvalue: -0.766723 hartree
double-counting correction: -0.033207 hartree
force on atom 2 along z, H0 term: -0.254047 hartree/bohr
force on atom 2 along z, charge-shift term: 0.003660 hartree/bohr
force on atom 2 along z, energy-weighted term: 0.160261 hartree/bohr
force on atom 2 along z, gamma term: -0.007714 hartree/bohr
force on atom 2 along z, repulsion term: 0.081971 hartree/bohr
total force on atom 2: -0.015868 hartree/bohr
total force converted: -0.8160 eV/angstrom
energies at R-0.01 and R+0.01 bohr: -0.74543645  -0.74511917 hartree
force from these two energies: -0.015864 hartree/bohr
force without W term: -0.176130 hartree/bohr
energy-zero shift c: 0.5 hartree
force without W term after shift: 0.032891 hartree/bohr
complete force after shift: -0.015868 hartree/bohr
TRIATOMIC: atom 1 has s and p orbitals, atoms 2 and 3 have s
atom 1: xyz [0.0, 0.0, 0.0] bohr; (level hartree, exponent bohr^-2) [(-0.9, 0.6), (-0.35, 0.5)]; U 0.5 hartree; q0 6
atom 2: xyz [2.2, 0.2, 0.1] bohr; (level hartree, exponent bohr^-2) [(-0.24, 0.4)]; U 0.42 hartree; q0 1
atom 3: xyz [-0.6, 2.3, 0.3] bohr; (level hartree, exponent bohr^-2) [(-0.2, 0.35)]; U 0.36 hartree; q0 1
dq: 0.602440  -0.252941  -0.349499 electrons
total energy; direct minimization: -3.77172565  -3.77172565 hartree
orbital gap; lowest gamma eigenvalue: 0.2385  0.1187 hartree
force on atom 1 (x, y, z): -0.054222  -0.032568  -0.006306 hartree/bohr
force on atom 2 (x, y, z): 0.076537  -0.005884  0.001694 hartree/bohr
force on atom 3 (x, y, z): -0.022315  0.038452  0.004612 hartree/bohr
largest error of H against dE/dP: 2.2e-13 hartree
largest error of response identity: 1.1e-09 hartree/bohr
largest force error, nine components: 2.8e-10 hartree/bohr
every check passed
```
